# Equilibrium Residual Strain above Critical Thickness: Logarithmic Law and Its Limits

A calculation of any strain-sensitive property of an epitaxial film, such as a band edge or a magnetic anisotropy, must first fix the in-plane lattice parameter. In equilibrium, a film below the critical thickness takes the substrate's value. Above it, misfit dislocations relieve part of the strain, and the remainder has to be supplied as an input. If each dislocation line is given the energy it would have alone, the equilibrium remainder varies as $\ln(\alpha h/b)/h$ with film thickness $h$. That estimate counts part of the elastic energy twice, so the decision is whether that law may be used at the thickness in question.

## Film energy and mean strain

The film lies on a thick substrate with the same isotropic shear modulus $\mu$ and Poisson ratio $\nu>0$. When fully coherent, it carries an equal biaxial strain $f>0$; for a compressed film $f$ is read as the magnitude. Surfaces are flat, strains are small, and the dislocations can reach their equilibrium density.

Let the film have in-plane strains $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$. The free surface requires $\sigma_{zz}=0$. With $\lambda=2\mu\nu/(1-2\nu)$,

$$2\mu\varepsilon_{zz}+\lambda(2\varepsilon+\varepsilon_{zz})=0
\;\Rightarrow\;
\varepsilon_{zz}=-\frac{2\nu}{1-\nu}\,\varepsilon. \tag{1}$$

The trace of the strain is then $2\varepsilon(1-2\nu)/(1-\nu)$, and the in-plane stress is

$$\sigma=2\mu\varepsilon+\frac{4\mu\nu}{1-\nu}\varepsilon=M\varepsilon,\qquad
M=\frac{2\mu(1+\nu)}{1-\nu}. \tag{2}$$

Two equal stress components do work, so the energy density is $\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=M\varepsilon^2$, and the energy per area is $Mh\varepsilon^2$.

Relaxation is provided by two orthogonal arrays of edge dislocations at the interface, each with spacing $p$ and with Burgers vector $b$ in the interface. Each line supplies a relative displacement $b$ per length $p$, so the mean film strain becomes

$$\varepsilon=f-\frac{b}{p}. \tag{3}$$

## Energy of the dislocation lines

Take one array, with lines along $y$, and let $z$ run downward from the free surface, so that the interface is at $z=h$. Square brackets denote the value just below the interface minus the value just above. The dislocations make $[u_x]$ a staircase with steps $b$. Its linear part, $bx/p$, is the uniform contraction of the film already counted in (3). What remains is a sawtooth, $b(\tfrac12-x/p)$ for $0<x<p$. With $k_n=2\pi n/p$, its sine coefficients are

$$\Delta_n=\frac2p\int_0^p b\Big(\frac12-\frac xp\Big)\sin k_nx\,dx
=\frac{2b}{pk_n}=\frac{b}{\pi n}, \tag{4}$$

because the constant integrates to zero and $\int_0^p x\sin k_nx\,dx=-p/k_n$. A sharp step would have infinite energy. The step is therefore spread into a Lorentzian of half-width $w$, which multiplies $\Delta_n$ by $e^{-k_nw}$.

**One harmonic.** Let $[u_x]=\Delta\sin kx$, with $u_z$ and the tractions continuous. In plane strain use the Airy function $F(z)\cos kx$, for which

$$\sigma_{xx}=F''\cos kx,\quad \sigma_{zz}=-k^2F\cos kx,\quad
\sigma_{xz}=kF'\sin kx. \tag{5}$$

Equilibrium and compatibility require $(d^2/dz^2-k^2)^2F=0$. Continuous tractions require continuous $F$ and $F'$. In an infinite body the solution is

$$F_0=B(z-h)e^{-k|z-h|}. \tag{6}$$

It is odd about the interface, so $\varepsilon_{xx}$ and $\varepsilon_{zz}$ are odd, $u_x$ is odd and may jump, while $u_z$ is even and continuous. Differentiation gives $F_0''=\mp2kB$ just below and just above the interface, hence $[F_0'']=-4kB$. Hooke's law in plane strain is $2\mu\varepsilon_{xx}=(1-\nu)\sigma_{xx}-\nu\sigma_{zz}$, and $[\varepsilon_{xx}]=k\Delta\cos kx$. Therefore

$$2\mu k\Delta=-4(1-\nu)kB\;\Rightarrow\;B=-\frac{\mu\Delta}{2(1-\nu)}. \tag{7}$$

The free surface requires $F=F'=0$ at $z=0$. Add the smooth function $g=(C+Dz)e^{-kz}$, which leaves the jumps unchanged. Since $F_0(0)=-Bhe^{-kh}$ and $F_0'(0)=B(1-kh)e^{-kh}$,

$$C=Bhe^{-kh},\qquad D=kC-B(1-kh)e^{-kh}=B(2kh-1)e^{-kh}. \tag{8}$$

At the interface $g'(h)=(D-kC-khD)e^{-kh}$, which equals $-B(1-2kh+2k^2h^2)e^{-2kh}$. With $F_0'(h)=B$, the total is $F'(h)=B\,S(kh)$, where

$$S(x)=1-(1-2x+2x^2)e^{-2x}. \tag{9}$$

The upper body has outward normal $+z$ at the interface and the lower body $-z$, so the work of creating the jump is $-\tfrac12\langle\sigma_{xz}[u_x]\rangle$ per area. The average of $\sin^2kx$ is $\tfrac12$, and (7) gives

$$U_k=-\frac14kB\,S(kh)\,\Delta=\frac{\mu k\Delta^2}{8(1-\nu)}\,S(kh). \tag{10}$$

A finite-element minimisation of the elastic energy at $kh=0.3$, 1 and 3 agrees with (10) to a relative $5\times10^{-6}$.

**The sum.** Inserting $\Delta_n e^{-k_nw}$ into (10) gives the prefactor $\mu(2\pi n/p)(b/\pi n)^2/[8(1-\nu)]=K/(np)$. There are $1/p$ lines per unit width, so the energy per length of line is $K\Phi$, with

$$K=\frac{\mu b^2}{4\pi(1-\nu)},\qquad
\Phi=\sum_{n=1}^{\infty}\frac1n\,e^{-2k_nw}S(k_nh). \tag{11}$$

For an isolated line $p\to\infty$, and the sum becomes an integral over $k$ with $1/n\to dk/k$:

$$\Phi\to\int_0^\infty\!\frac{e^{-2kw}-e^{-2k(h+w)}}{k}dk
+\int_0^\infty\!(2h-2kh^2)e^{-2k(h+w)}dk. \tag{12}$$

The first integral is $\ln[(h+w)/w]$. The second is $h/(h+w)-h^2/[2(h+w)^2]$. For $w\ll h$ they add to

$$L(h)=\ln\frac hw+\frac12=\ln\frac{\alpha h}{b},\qquad
\alpha=\frac{\sqrt e\,b}{w}. \tag{13}$$

An additional core energy $cK$ per length would add $c$ to $L$, which is the same as replacing $w$ by $we^{-c}$. Thus $w$ is an effective core parameter that linear elasticity cannot supply.

## Minimisation with independent lines

The independent-line model gives every dislocation the energy $KL$, whatever the spacing. From (3), $1/p=(f-\varepsilon)/b$, and two arrays give

$$E(\varepsilon)=Mh\varepsilon^2+\frac{2K}{b}(f-\varepsilon)L(h),
\qquad 0\le\varepsilon\le f. \tag{14}$$

The first term favours relaxation and the second charges for the lines that produce it. At fixed $h$,

$$\frac{dE}{d\varepsilon}=2Mh\varepsilon-\frac{2K}{b}L,\qquad
\frac{d^2E}{d\varepsilon^2}=2Mh>0. \tag{15}$$

The stationary point is therefore a minimum, at $\varepsilon=KL/(Mbh)$. In the ratio

$$A\equiv\frac{K}{Mb}=\frac{\mu b}{4\pi(1-\nu)}\,\frac{1-\nu}{2\mu(1+\nu)}
=\frac{b}{8\pi(1+\nu)} \tag{16}$$

the shear modulus cancels, because film and lines store energy in the same medium. The result is

$$\boxed{\;\varepsilon(h)=\frac{b}{8\pi(1+\nu)}\,\frac{\ln(\alpha h/b)}{h}\;},
\qquad h\ge h_c. \tag{17}$$

If $AL/h$ exceeds $f$, the derivative in (15) is negative throughout the allowed interval, and the minimum is at its end, $\varepsilon=f$: no dislocations. The critical thickness is where the two cases meet,

$$f h_c=A\,L(h_c). \tag{18}$$

To solve this, put $y=-fh_c/A=-L(h_c)$. Equation (13) gives $h_c=(w/\sqrt e)\,e^{-y}$, so $ye^y=-fw/(A\sqrt e)$ and

$$h_c=-\frac Af\,W_{-1}\!\left(-\frac{fw}{A\sqrt e}\right), \tag{19}$$

where $W_{-1}$ is the lower real branch of the Lambert function. It exists when $fw/(A\sqrt e)<1/e$. On this branch $y<-1$, so $L(h_c)>1$. The other root has $L<1$, hence $h<\sqrt e\,w$, where the assumption $w\ll h$ has failed.

Dividing (17) by (18) shows how the logarithm modifies a plain inverse law:

$$\frac{\varepsilon}{f}=\frac{h_c}{h}\left[1+\frac{\ln(h/h_c)}{L(h_c)}\right],\qquad
\frac{d\ln\varepsilon}{d\ln h}=-1+\frac1{L(h)}. \tag{20}$$

Since $L>1$ above $h_c$, the strain falls monotonically, but more slowly than $1/h$. The film's elastic energy grows in proportion to $h$ at fixed strain, while the cost of a line grows logarithmically. This competition produces the law.

## Interacting lines

Equation (14) uses the mean strain of a whole array together with the energy of a single line. To find what this costs, keep $p$ finite in (11). Define $\rho=1/p$ and $a=4\pi h\rho$, so that $2k_nh=an$. For $w\ll h$ and $w\ll p$ the required sums are

$$\sum_n\frac{e^{-4\pi wn/p}}n\simeq\ln\frac{p}{4\pi w}=\ln\frac{h}{wa},\qquad
\sum_n\frac{e^{-an}}n=-\ln(1-e^{-a}),$$
$$\sum_n e^{-an}=\frac1{e^a-1},\qquad
\sum_n n\,e^{-an}=\frac1{4\sinh^2(a/2)}. \tag{21}$$

With the coefficients $1-an+a^2n^2/2$ from (9), they give

$$\Phi=\ln\frac hw+\ln\frac{1-e^{-a}}a+\frac a{e^a-1}
-\frac{a^2}{8\sinh^2(a/2)}. \tag{22}$$

The uniform strain does not couple to the harmonics, whose lateral averages vanish. Harmonics of the two arrays vary along different axes, so the average of their product also vanishes. Hence

$$E(\rho)=Mh(f-b\rho)^2+2K\rho\,\Phi. \tag{23}$$

Setting $dE/d\rho=-2Mhb(f-b\rho)+2KG$ to zero gives

$$\varepsilon=\frac Ah\,G,\qquad
G=\frac{d(\rho\Phi)}{d\rho}=\Phi+a\frac{d\Phi}{da}. \tag{24}$$

The last three terms of (22) contribute to $a\,d\Phi/da$, respectively, $a/(e^a-1)-1$, then $a/(e^a-1)-a^2/[4\sinh^2(a/2)]$, and then $-a^2/[4\sinh^2(a/2)]+a^3\cosh(a/2)/[8\sinh^3(a/2)]$. Thus

$$G=\ln\frac hw+\ln\frac{1-e^{-a}}a-1+\frac{3a}{e^a-1}
-\frac{5a^2}{8\sinh^2(a/2)}+\frac{a^3\cosh(a/2)}{8\sinh^3(a/2)}. \tag{25}$$

Equation (24) has the form of (17), with $L$ replaced by a factor that depends on spacing. It is solved together with $\varepsilon=f-b\rho$.

**Uniqueness and threshold.** Using $K=AMb$ and $4\pi A/b=1/[2(1+\nu)]$, the second derivative is

$$\frac{d^2E}{d\rho^2}=2Mhb^2\left[1+\frac{1}{2(1+\nu)}\frac{dG}{da}\right]. \tag{26}$$

The slope $dG/da$ starts at $-2$ and tends to $-1/a$ at large $a$. A numerical scan over $0.01\le a\le50$ finds it negative and not below $-2$, within a tolerance of $10^{-3}$. The bracket is then at least about $\nu/(1+\nu)$, and the minimum is unique among states with equal densities in the two arrays. At $\rho=0$ one has $G=L$, so dislocations enter when $f>AL/h$: interactions leave (18) unchanged. Since $G$ falls as $a$ grows, $G<L$ at any finite spacing, and (17) is an upper estimate of the strain at this equal-density minimum.

**Unequal densities.** If the arrays have different densities, the film strains $\varepsilon_1$ and $\varepsilon_2$ differ, and the film energy is $Mh(\varepsilon_1^2+\varepsilon_2^2+2\nu\varepsilon_1\varepsilon_2)/[2(1+\nu)]$. Raising one density by $\delta$ and lowering the other by $\delta$ changes the total energy, to second order, by
$$\frac{Mhb^2\delta^2}{1+\nu}\left[1-\nu+\frac12\frac{dG}{da}\right].$$
At small $a$ the bracket tends to $-\nu$, so just above threshold the equal-density state is a saddle and one array forms first. For the film worked out below, minimising over both densities gives a single array at $1.10h_c$, with the strain along the other axis still equal to $f$. It gives equal arrays at $1.15h_c$ and also at 1.5, 2, 5 and $10h_c$.

**Just above threshold.** For small $a$, the three functions in (22) expand as $-a/2+a^2/24$, $1-a/2+a^2/12$ and $-\tfrac12+a^2/24$, so

$$\Phi=L-a+\frac{a^2}6+\dots,\qquad G=L-2a+\frac{a^2}2+\dots \tag{27}$$

To first order in $\rho$, and with $8\pi A=b/(1+\nu)$, equation (24) becomes

$$f-\frac{AL}h=b\rho-\frac{b\rho}{1+\nu}=\frac{\nu}{1+\nu}\,b\rho. \tag{28}$$

The independent-line model has $b\rho$ alone on the right. If the two densities are kept equal, interacting arrays therefore relax $(1+\nu)/\nu$ times as much strain at onset.

The reason lies in the energy. The term $-a$ in $\Phi$ contributes $-8\pi hK\rho^2=-Mhb^2\rho^2/(1+\nu)$ to (23). This is minus the mean-strain energy of the two arrays taken separately: a film strained by $b\rho$ along one axis has modulus $2\mu/(1-\nu)=M/(1+\nu)$, hence energy $\tfrac12Mhb^2\rho^2/(1+\nu)$ per array. The isolated-line energy already contains that part, so (14) counts it twice. At this order, what survives is the coupling between the two arrays through the Poisson effect. Parallel lines repel each other, which adds the positive term $a^2/6$ in (27). The lower strain therefore comes from removing the double count, not from an attraction between lines.

**Thick film.** For $a\gg1$ the exponentially small terms in (25) vanish. Also $\varepsilon\to0$, so $p\to b/f$, and

$$G\to\ln\frac p{4\pi w}-1,\qquad
\varepsilon\to\frac Ah\left[\ln\frac b{4\pi wf}-1\right]. \tag{29}$$

The harmonics of (6) carry the factor $e^{-k|z-h|}$, whose decay length $1/k$ is at most $p/2\pi$. Once the film is several times thicker than that, the free surface changes the energy of the harmonics only by exponentially small terms, and the logarithm is cut off by the spacing instead of by $h$. The tail is $1/h$. Its use requires the bracket in (29) to be positive and $w\ll b/f$.

## A worked film

Take round model parameters: $\mu=50$ GPa, $\nu=0.30$, $b=0.300$ nm, $w=b/4=0.075$ nm and $f=0.005$. Equation (16) gives

$$A=\frac{0.300\ \text{nm}}{8\pi\times1.30}=0.00918\ \text{nm}, \tag{30}$$

and (19) gives $h_c=9.88$ nm, or 33 Burgers vectors. As a check on (18), $L(h_c)=5.381$ and $0.00918\times5.381/0.005=9.88$ nm.

At $h=5h_c=49.4$ nm the independent-line factor is $L=6.990$, so

$$\varepsilon=\frac{0.00918\times6.990}{49.4}=0.00130=0.130\,\%. \tag{31}$$

For interacting arrays $G=3.307$ at the same thickness, and the strain is $0.00918\times3.307/49.4=0.061\,\%$. The comparison over a wider range is:

| $h/h_c$ | $L$ | $G$ | (17), % | (24), % | ratio |
|---|---|---|---|---|---|
| 1.5 | 5.79 | 3.70 | 0.358 | 0.229 | 1.56 |
| 2 | 6.07 | 3.53 | 0.282 | 0.164 | 1.72 |
| 5 | 6.99 | 3.31 | 0.130 | 0.061 | 2.11 |
| 10 | 7.68 | 3.22 | 0.071 | 0.030 | 2.39 |
| 100 | 9.99 | 3.16 | 0.0093 | 0.0029 | 3.16 |

The logarithmic law gives the correct threshold and a strain of the right order, but it is already 56 % above the interacting result at $1.5h_c$. Along the equal-density branch the relative error grows fastest just above threshold, where (28) makes the arrays relax 4.3 times as fast as the independent-line model. It then keeps growing, more slowly, because $L$ increases without limit while $G$ settles at 3.15. Below about $1.15h_c$ the film holds a single array instead. At $1.10h_c$, (17) is then 60 % above the strain along the relaxed axis and 7.5 % below the strain $f$ along the other.

The local exponents show the same difference. At $10h_c$ the logarithmic law has $-0.87$, as (20) requires, and the interacting film has $-1.02$. The latter is steeper than $-1$ because $G$ is still falling towards its limit. From $5h_c$ upward, the simple form (29) is within 5 % of the interacting strain for this film.

The energies at $5h_c$ give a second view. The coherent film would store $Mhf^2=0.229$ J/m². In the independent-line model the film retains 0.015 J/m² and the lines cost 0.088 J/m², a total of 0.104 J/m². The interacting minimum is lower, at 0.067 J/m². This ordering follows from (24): $\rho\Phi$ is the integral of $G$ from zero density, so $G<L$ implies $\Phi<L$, and (23) lies below the independent-line energy at every nonzero density.

## Choosing the strain input

To locate the equilibrium onset of relaxation, (18) suffices. For the worked film, (17) also gives the order of magnitude of the strain up to $100h_c$; its relative error is larger in thicker films and where the bracket in (29) is small. When the residual strain itself enters a calculation, (24) should be solved, except just above $h_c$, where the two densities must be varied separately; well above $h_c$ its limit (29) is easier still. None of these removes the uncertainty in the core. Differentiating (18) gives

$$\frac{d\ln h_c}{d\ln w}=-\frac1{L(h_c)-1}, \tag{32}$$

which is $-0.23$ here: a 10 % larger $w$ lowers $h_c$ by about 2 %. In the thick-film limit, doubling $w$ reduces the bracket in (29) by $\ln2=0.69$, or 22 % of its value of 3.15. Quoting a thick-film strain to better than this requires a correspondingly better core energy.

The interacting result is also conditional. It assumes regular arrays of pure edge dislocations, equal isotropic constants in film and substrate, and free access to equilibrium. Mixed dislocations have a different line energy and a smaller misfit-relieving component of $b$, which changes both $K$ and (3). If nucleation or glide is blocked, the film can retain more strain than either law predicts, so agreement of a strained film with (17) does not by itself show that the film is in equilibrium. The values behind the table are given in full in the numerical output.

## Values computed for the example and the checks

```
shear modulus mu = 50.0 GPa, Poisson ratio nu = 0.30
Burgers vector b = 0.300 nm, core half-width w = 0.075 nm
misfit strain f = 0.500 %
biaxial modulus M = 185.71 GPa
line-energy factor K = 5.1157e-10 J/m
length A = b/(8 pi (1+nu)) = 0.009182 nm
core constant alpha = 6.5949
critical thickness h_c = 9.882 nm = 32.94 b
L at h_c = 5.3809
full-relaxation spacing b/f = 60.00 nm
Independent lines (logarithmic law):
h/h_c   h (nm)     L        strain (%)  spacing (nm)
  1.5     14.82   5.7864     0.35845      211.94
  2.0     19.76   6.0741     0.28220      137.74
  5.0     49.41   6.9904     0.12991       81.06
 10.0     98.82   7.6835     0.07140       69.99
 30.0    296.45   8.7821     0.02720       63.45
100.0    988.16   9.9861     0.00928       61.13
Interacting arrays:
h/h_c   G        strain (%)  spacing (nm)  log law/this
  1.5   3.7023     0.22935      110.84      1.563
  2.0   3.5346     0.16422       89.34      1.718
  5.0   3.3070     0.06146       68.41      2.114
 10.0   3.2152     0.02988       63.81      2.390
 30.0   3.1734     0.00983       61.20      2.767
100.0   3.1595     0.00294       60.35      3.161
limit of G for a thick film = 3.1536
onset relaxation ratio at 1.0001 h_c = 4.331
(1+nu)/nu = 4.333
local exponent at 2 h_c: log law -0.8354, interacting -1.0414
local exponent at 10 h_c: log law -0.8699, interacting -1.0202
local exponent at 100 h_c: log law -0.8999, interacting -1.0019
Energies per area at 5 h_c:
coherent film = 0.22939 J/m^2
independent lines: film part = 0.01549 J/m^2
independent lines: line part = 0.08823 J/m^2
independent lines: total = 0.10372 J/m^2
interacting arrays: total = 0.06749 J/m^2
largest finite-element deviation = 4.9e-06
```
